# Half the Centre Density at the Edge of a Collisionless Plasma Slab, part 2

A plasma fills a slab between two absorbing walls. We want the ratio $n_s/n_0$ of its density at the edge, where the thin sheath begins, to that at the midplane. The midplane is $x=0$, the edges are at $x=\pm l$, and we work in the right half, where ions move towards positive $x$. Singly charged ions of mass $M$ are born at rest at the rate $S(x)>0$ per unit volume. Electrons have charge $-e$, uniform temperature $T_e$ and negligible inertia. The field is $E=-d\phi/dx$, with $\phi(0)=0$. Equations are in SI form.

With density $n$, ion flow speed $u$, flux $\Gamma=nu$ and Bohm speed $u_B=\sqrt{kT_e/M}$, the scaled quantities are $N=n/n_0$, $v=u/u_B$ and $F=\Gamma/(n_0u_B)$. A subscript $s$ marks the edge.

The quasi-neutral cold fluid, in which all ions at one position share one speed, obeys

$$\frac{d(nu)}{dx}=S, \tag{1}$$

$$N=\frac{1}{1+v^2}. \tag{5}$$

It ends at $v=1$, with $N_s=F_s=1/2$ for any source profile. For $S=\nu n$, with constant ionization frequency $\nu$,

$$2\arctan v-v=\frac{\nu x}{u_B}, \tag{13}$$

$$\frac{\nu l}{u_B}=\frac\pi2-1\approx0.5708. \tag{14}$$

Omitting the drag of newborn ions would give $N_s=e^{-1/2}$. The field does work $(\pi/2-1)kT_e$ per ion reaching the edge, but the cold stream carries only $\tfrac12kT_e$.

In the kinetic model every ion instead falls freely from its birthplace. With $\eta=-e\phi/kT_e$, $N=e^{-\eta}$ and $g(\eta')=dF/d\eta'$, where $\eta'$ is the value at birth, quasi-neutrality requires

$$e^{-\eta}=\int_0^\eta\frac{g(\eta')}{\sqrt{2(\eta-\eta')}}\,d\eta'. \tag{16}$$

The solution, whatever the source profile, is

$$F(\eta)=\frac{2\sqrt2}{\pi}D(\sqrt\eta), \tag{17}$$

with Dawson's function

$$D(r)=e^{-r^2}\int_0^re^{t^2}\,dt .$$

It remains to find where this solution ends.

### The kinetic edge

The flux must rise outwards because $S>0$. Differentiating the definition gives $D'(r)=1-2rD(r)$, so $D$ rises from zero until $2rD=1$. The quasi-neutral solution ends there. Numerically this is at

$$\eta_s=0.854,\qquad N_s=e^{-\eta_s}=0.426,\qquad F_s=0.487 .$$

As a test, the solution was put back into the density integral (16) at $\sqrt\eta=0.3$, at $0.6$ and at the edge. It returned $e^{-\eta}$ to within $10^{-7}$ each time.

The edge ratio is 15% below the fluid value. The ion flux at given $n_0$ and $T_e$ is only 2.6% below it. The lower edge density is nearly made up by a higher mean speed, $F_s/N_s=1.144$ in units of $u_B$.

### Where momentum conservation stands

Momentum conservation has not failed. The scaled momentum flux of all ions is

$$P(\eta)=\int_0^\eta g(\eta')\sqrt{2(\eta-\eta')}\,d\eta' .$$

Differentiate with respect to $\eta$. The contribution of the upper limit vanishes because the root is zero there, and the derivative of the root is $1/\sqrt{2(\eta-\eta')}$. By (16), $dP/d\eta=e^{-\eta}$, so $P=1-e^{-\eta}$. Since $P=N\langle v^2\rangle$, where the brackets denote the average over the ions present at that position,

$$N\left(1+\langle v^2\rangle\right)=1. \tag{18}$$

This is the fluid law with $v^2$ replaced by the mean square speed. At the edge that mean square is the square of the mean plus the variance:

$$\langle v^2\rangle=1.144^2+0.040=1.349,
\qquad
N_s=\frac1{2.349}=0.426 .$$

With the mean speed alone the ratio would be $1/(1+1.309)=0.433$. Most of the fall from $0.500$ thus enters through the higher mean speed, and the variance adds a little. The two are not separate causes: ions sharing a single speed would have stopped at $u_B$. At equal density, (18) makes $\langle v^2\rangle$ equal to the fluid $v^2$, so the kinetic mean speed is in fact slightly below the fluid speed. It is higher at the edge only because the spread lets the plasma extend to a larger potential drop, $0.854$ instead of $\ln2=0.693$.

The logic of the result is now visible. Momentum conservation connects edge density and edge speed. It gives $1/2$ when joined to the statement that all ions cross the edge at $u_B$, and that statement belongs to the cold fluid.

### Finite Debye length

Return to the cold fluid, and let ion and electron densities differ. The two force balances are

$$\frac{d(Mn_iu^2)}{dx}=en_iE,\qquad
kT_e\frac{dn_e}{dx}=-en_eE .$$

Add them and use Poisson's equation:

$$\frac{d}{dx}\left(Mn_iu^2+n_ekT_e\right)=e(n_i-n_e)E
=\varepsilon_0E\frac{dE}{dx}
=\frac{d}{dx}\left(\frac{\varepsilon_0E^2}{2}\right).$$

The conserved quantity is $Mn_iu^2+n_ekT_e-\varepsilon_0E^2/2$. At $u=u_B$ it gives

$$n_i+n_e=n_{e0}+\frac{\varepsilon_0E^2}{2kT_e},$$

with $n_{e0}$ the electron density at the centre. The edge is no longer a sharp point, but the place where $u=u_B$ remains well defined. There the ion density lies somewhat above one-half and the electron density may lie below it.

The approach to the quasi-neutral limit was tested for a source proportional to $n_e$ and for a uniform one. With the Debye length measured in units of $u_Bn_{e0}/S(0)$, the values $0.01$ and $0.001$ were compared. At the smaller value the scaled position of $u=u_B$ and both density ratios lay within $0.03$ of their limits, and each departure was less than a third of that at the larger value.

### Ion–neutral friction

Let ions lose momentum to the gas with a constant mean free path $\lambda$. The force per unit volume is $-Mnu^2/\lambda$, and the sum of the ion and electron balances becomes

$$\frac{d}{dx}\left(Mnu^2+nkT_e\right)=-\frac{Mnu^2}{\lambda}. \tag{19}$$

Does the edge remain at $u_B$? Divide (19) by $kT_e$, expand $(nv^2)'=v(nv)'+nvv'$, and use $(nv)'=S/u_B$, where primes denote $d/dx$:

$$n'=-\frac{vS}{u_B}-nvv'-\frac{nv^2}{\lambda}.$$

Inserting this into $vn'+nv'=S/u_B$ gives

$$n(1-v^2)v'=\frac{S}{u_B}(1+v^2)+\frac{nv^3}{\lambda}.$$

The right side is positive, so the slope still diverges at $v=1$. Integration of (19) to that point, where the left bracket is $2n_skT_e$, gives

$$\frac{n_s}{n_0}=\frac12(1-R),\qquad
R=\frac{1}{n_0kT_e}\int_0^l\frac{Mnu^2}{\lambda}\,dx. \tag{20}$$

Here $R$ is the fraction of the central electron pressure that is handed to the gas. Friction lowers the ratio, and the condition for neglecting it is $R\ll1$.

### Electrons that cool outwards

Suppose the electron pressure follows $p=p_0N^\gamma$ instead of $p=p_0N$. Then $Mnu^2=p_0-p$, and the flux obeys

$$\Gamma^2=\frac{n(p_0-p)}{M}=\frac{n_0p_0}{M}N(1-N^\gamma).$$

Its maximum, where $1-(1+\gamma)N^\gamma=0$, is the edge:

$$N_s=(1+\gamma)^{-1/\gamma}. \tag{21}$$

For $\gamma=1$ this is $1/2$. For $\gamma=1.1$, a round value for slight cooling, it is $0.509$. The number $1/2$ therefore also relies on isothermal electrons, though weakly near $\gamma=1$.

### A low-pressure argon plasma

Take argon between walls 6.0 cm apart, at 0.30 mTorr and 300 K, with $kT_e=8.0$ eV, $n_0=1.0\times10^{10}$ cm$^{-3}$ and an ion–neutral cross-section of $1.0\times10^{-14}$ cm$^2$. These are rough values for a low-pressure etch source. The sheaths are neglected in setting $l=3.0$ cm. They take up part of the gap, so the plasma is really narrower than this, and the ionization frequency found below is an underestimate on that account. The Bohm speed is

$$u_B=\sqrt{\frac{8.0\times1.602\times10^{-19}\ \text{J}}{6.634\times10^{-26}\ \text{kg}}}
=4.40\times10^3\ \text{m/s}.$$

**Particle balance.** For a source proportional to density, (14) requires

$$\nu=\frac{0.5708\times4396\ \text{m/s}}{0.030\ \text{m}}
=8.36\times10^4\ \text{s}^{-1}.$$

The gas density is $9.66\times10^{12}$ cm$^{-3}$, so the ionization rate coefficient must be

$$K=\frac{8.36\times10^4}{9.66\times10^{12}}
=8.7\times10^{-9}\ \text{cm}^3/\text{s}.$$

Here $T_e$ was given and $K$ was found. In a discharge it works the other way: $K$ depends on $T_e$, and the temperature settles where the balance holds.

**Edge and wall.** The fluid edge density is $5.0\times10^9$ cm$^{-3}$, and the potential falls by $8.0\ln2=5.5$ V from centre to edge. The flux to each wall is

$$\Gamma_s=\tfrac12(1.0\times10^{10})(4.396\times10^5)
=2.2\times10^{15}\ \text{cm}^{-2}\,\text{s}^{-1},$$

or 0.35 mA/cm$^2$. Halfway to the edge $v=0.303$, and the density is $1/(1+0.303^2)=0.916$ of its central value.

**Power balance.** Let each electron–ion pair lost to a wall cost the energy $\mathcal E$, including collisional losses and the energy delivered to the wall. Two walls of area $A$ each receive $n_0u_B/2$, so the absorbed power is

$$P_{\rm abs}=2A\left(\tfrac12n_0u_B\right)\mathcal E=An_0u_B\mathcal E .$$

At fixed $T_e$ and $\mathcal E$, the density is proportional to the power. The edge ratio enters here as a direct factor, through the flux. If $\mathcal E$ is kept the same, using the kinetic flux instead lowers the power needed for a given $n_0$ by 2.6%.

### How far the neglected effects move the numbers

Each correction is taken alone, with $n_0$, $T_e$ and the gap held fixed. They have not been solved together, and their shifts should not simply be added.

- **Spread of ion speeds.** The edge ratio becomes 0.426, so the edge density is $4.3\times10^9$ cm$^{-3}$. The potential drop rises to $0.854\times8.0=6.8$ V, and the current density falls to 0.34 mA/cm$^2$.
- **Friction with the gas.** The mean free path is 10.4 cm, so $l/\lambda=0.29$. The numerical solution gives an edge ratio of 0.483, hence $R=0.034$. The required $\nu$ falls by 3.3%.
- **Space charge.** The central Debye length is 0.21 mm, or 0.7% of the half-width. At $u=u_B$ the ion density is 0.506 and the electron density 0.496 of their central values. This point lies 1.8% further out than in the quasi-neutral solution with the same $\nu$. That comparison is not made at fixed gap, and it leaves out the width of the sheath between this point and the wall. If the same equations are carried on to a floating wall at 3.0 cm, that layer is roughly 2.4 mm thick, the required $\nu$ is about 11% above the quasi-neutral value, and the wall flux is about $0.52\,n_0u_B$, some 4% above $n_0u_B/2$.
- **Ion temperature at birth.** The gas temperature is 0.3% of $T_e$. If the ions are given an isothermal pressure at this temperature, $T_e$ is replaced by the sum of the two temperatures both in the momentum law and in the edge speed, and the fluid ratio remains $1/2$.
- **Gas depletion.** The ion flux to the wall is 2.3% of the random thermal flux of the neutrals. The momentum given to the gas by friction is $0.034\times0.32=0.011$ of the gas pressure, where 0.32 is the ratio of electron to gas pressure. The neutral mean free path at this pressure exceeds the gap, so most of this momentum is carried to the walls, and the figure is an upper bound on the change of gas pressure. Both numbers support the assumption of a nearly uniform gas.

For these parameters the largest shift in the edge ratio comes from the cold-fluid closure, not from collisions.

### Beside real etch reactors

The example lies at the low-pressure end of plasma processing, near the regime of electron-cyclotron-resonance sources. Its electron temperature is correspondingly high, and its density is low for a high-density source, where $10^{11}$ cm$^{-3}$ or more is common. Many inductively coupled reactors run at several mTorr or above, and there the collisionless assumption fails for a gap like this one. At 5 mTorr, with the same gas temperature and cross-section, the mean free path would be $10.4\times0.30/5\approx0.6$ cm, about a fifth of this half-width. Friction is then no small correction, and neither 0.50 nor 0.43 should be used. Real chambers also lose plasma sideways, may have magnetic fields, and may have driven sheaths much thicker than the Debye length; none of these is sized here. In a collisionless slab with isothermal electrons and negligible Debye length, taking $n_s=n_0/2$ and the edge speed $u_B$ overstates the wall flux by about 3% and the edge density by about 17% of their kinetic values. Friction with the gas makes both excesses larger. A finite Debye length raises the wall flux instead, in the example by an amount comparable to this 3%. The computed values are collected in the numerical output below.

## Computed values

```
Gap width: 6.0 cm; half-width: 3.0 cm
Gas pressure: 0.30 mTorr
Gas temperature: 300 K
Gas density: 9.656e+12 cm^-3
Electron temperature: 8.0 eV
Centre density: 1.00e+10 cm^-3
Ion-neutral cross-section: 1.0e-14 cm^2
Argon ion mass: 6.6339e-26 kg
Bohm speed: 4395.6 m/s
Edge/centre density, source proportional to n: 0.50000000
Edge/centre density, source uniform: 0.50000000
Edge/centre density, source edge-weighted: 0.50000000
Scaled half-width nu*l/uB, source ~ n: 0.570796
x/l=0.25: u/uB=0.1447, n/n0=0.9795 (source ~ n); n/n0=0.9841 (uniform)
x/l=0.50: u/uB=0.3030, n/n0=0.9159 (source ~ n); n/n0=0.9330 (uniform)
x/l=0.75: u/uB=0.5013, n/n0=0.7991 (source ~ n); n/n0=0.8307 (uniform)
x/l=0.90: u/uB=0.6783, n/n0=0.6849 (source ~ n); n/n0=0.7179 (uniform)
x/l=0.99: u/uB=0.8950, n/n0=0.5553 (source ~ n); n/n0=0.5705 (uniform)
Edge density: 5.00e+09 cm^-3
Centre-to-edge potential drop: 5.545 V
Ionization frequency needed: 8.3633e+04 s^-1
Ionization rate coefficient needed: 8.661e-09 cm^3/s
Ion flux to each wall: 2.198e+15 cm^-2 s^-1
Ion current density: 0.3521 mA/cm^2
Edge ratio without newborn-ion drag: 0.6065
Field work per ion at edge: 0.5708 kTe = 4.566 eV
Directed energy per ion at edge: 4.000 eV
Energy missing from cold fluid: 0.566 eV per ion
Kinetic edge ratio: 0.4257
Kinetic potential drop: 0.8540 kTe/e
Kinetic mean edge speed: 1.1443 uB
Kinetic velocity variance at edge: 0.0397 uB^2
Kinetic edge flux: 0.4871 n0*uB (fluid: 0.5000)
Kinetic/fluid wall flux: 0.9742
Ion mean free path: 10.36 cm
Half-width / mean free path: 0.2897
Edge ratio with ion-neutral friction: 0.4831
Scaled half-width nu*l/uB with friction: 0.5519
Debye length at centre: 0.2103 mm
Debye length / half-width: 0.00701
Ion density ratio at u=uB with space charge: 0.5056
Electron density ratio at u=uB, same case: 0.4955
Scaled position of u=uB, same case: 0.5810
Edge ratio, polytropic electrons gamma=1.1: 0.5094
Gas temperature / electron temperature: 0.00323
Ion wall flux / thermal neutral flux: 0.0228
Electron pressure / gas pressure: 0.3205
Momentum given to gas / gas pressure: 0.0108
```
